# Polarization dependence and the $1/q^2$ exchange-correlation kernel of an insulator

Q: The Hohenberg-Kohn theorem says that the density fixes the ground state. If the density already holds everything, why should a functional for an insulator need the polarization as well?

A: It depends on which density is meant. The theorem concerns the whole density of a finite sample, ends included. For the bulk of a crystal one uses the periodic density of a cell, which is less information. The question is whether two bulk states can share that periodic density and differ in macroscopic polarization.

I use the number polarization $p$, the dipole of electron number per unit volume, with

$$\delta n=-\nabla\cdot p .$$

Let $F$ be the uniform force on an electron from the total macroscopic field, induced part included. The electric polarization is $-e\,p$ and the field is $-F/e$. I assume zero temperature, a static perturbation, a gap in both the interacting and the Kohn-Sham (KS) system, and inversion symmetry before the field is applied. For now everything points along one axis.

Q: An infinite crystal in a uniform field has no ground state. An electron can always lower its energy by tunnelling far enough down the slope.

A: True, so I mean the polarized state that perturbation theory builds from the zero-field ground state $|0\rangle$. It needs the position operator $X=\sum_i x_i$ only between different eigenstates. From

$$\langle m|[X,H]|0\rangle=(E_0-E_m)\langle m|X|0\rangle$$

we get

$$\langle m|X|0\rangle=-\frac{\langle m|[X,H]|0\rangle}{E_m-E_0}.$$

The commutator is proportional to the total current and is compatible with periodic boundary conditions. The gap keeps the denominator away from zero.

Q: Then show me two states with equal periodic density and different polarization.

A: Add to the Hamiltonian

$$-F X-\sum_i w_i D_i ,$$

where the $D_i$ measure independent components of the periodic density, each counted from its zero-field value, and the $w_i$ are strengths of periodic potentials. A constant potential is left out, since it does nothing at fixed electron number. Call the operators $O_a$ and their strengths $\lambda_a$. The first-order change of the state is

$$|1\rangle=\sum_{m\ne0}|m\rangle\frac{\sum_b\lambda_b\langle m|O_b|0\rangle}{E_m-E_0}.$$

The change of $\langle O_a\rangle$ per volume $\Omega$ is $2\,\mathrm{Re}\langle0|O_a|1\rangle/\Omega=\sum_bS_{ab}\lambda_b$. With real eigenstates,

$$S_{ab}=\frac{2}{\Omega}\sum_{m\neq0}\frac{\langle0|O_a|m\rangle\langle m|O_b|0\rangle}{E_m-E_0}.$$

For any real numbers $c_a$,

$$\sum_{ab}c_aS_{ab}c_b=\frac{2}{\Omega}\sum_{m\neq0}\frac{|\langle m|\sum_ac_aO_a|0\rangle|^2}{E_m-E_0}\ge0 .$$

Equality requires a combination of force and periodic potential that does not disturb the ground state at all. Suppose there is none. Then $S$ can be inverted, and $(F,w)$ and $(p,D)$ determine each other near zero field, with $D$ now the change of periodic density.

Written out, with $S_{pD}$ a row and $S_{DD}$ a matrix,

$$p=S_{pp}F+S_{pD}w,\qquad D=S_{Dp}F+S_{DD}w .$$

Demand $D=0$. The second equation gives $w=-S_{DD}^{-1}S_{Dp}F$, and the first becomes

$$p=A F,\qquad A=S_{pp}-S_{pD}S_{DD}^{-1}S_{Dp}.$$

To see that $A>0$, put this same $w$ into the quadratic form. It gives $Fp+wD=AF^2$, which is positive for $F\neq0$. So, to first order in $F$, the periodic density is unchanged while $p$ is not.

Q: Is there a crystal for which your "suppose there is none" is false?

A: Yes, one made of cells between which no electron can pass. A periodic sawtooth can cancel the linear potential inside every cell, leaving a staircase that is constant within each. The staircase multiplies the fixed electron number of each cell by a constant, so the state does not change. Then $A=0$: the density inside a cell fixes its dipole, and $1/A$ has no finite value. The argument needs electrons that can move between cells, even if weakly.

Q: So $p$ is an independent variable. What does that say about the energy?

A: Let $e(F,w)$ be the energy per volume including the added terms. Its derivatives are $\partial e/\partial F=-p$ and $\partial e/\partial w=-D$. Define the internal energy

$$U(D,p)=e+Fp+wD .$$

Its differential is

$$dU=-p\,dF-D\,dw+F\,dp+p\,dF+w\,dD+D\,dw=F\,dp+w\,dD ,$$

so $\partial U/\partial p=F$ at fixed periodic density. At $D=0$ we found $F=p/A$, hence

$$\frac{\partial^2U}{\partial p^2}\bigg|_n=\frac1A .$$

Now take the KS system with the same periodic density and the same $p$. The same $p$ is required because the KS system of a finite sample has the full density of the real one, and $\delta n=-\nabla\cdot p$ ties the end charge to $p$. The same steps give a curvature $1/A_s$, where $A_s$ is the KS response at fixed density.

The two internal energies differ by Hartree and exchange-correlation (xc) energy. The macroscopic Hartree field is already inside $F$. The remaining Hartree energy, and the energy in the crystal potential, depend on the periodic density, which is held fixed. Therefore

$$K\equiv\frac{\partial^2e_{xc}}{\partial p^2}\bigg|_n=\frac1A-\frac1{A_s}.$$

If $K\ne0$, the xc energy depends on polarization at given periodic density.

Q: And if $K=0$?

A: Then this second-order argument shows no dependence. Without interaction $A=A_s$ and $K=0$, although the gap is still there. So a gap does not by itself make $K$ nonzero. An accidental equality of $A$ and $A_s$ would have the same effect. Since $A$ contains correlated excitations and $A_s$ contains transitions between KS orbitals, I know of no general reason for them to agree.

Q: You speak of a functional of $p$, yet the kernel is a derivative with respect to density. How can $p$ enter it?

A: Through waves of long but finite wavelength. Let the density have a component $n_0e^{iqx}$ and the polarization $pe^{iqx}$. Then

$$n_0=-iqp,\qquad p=\frac{i\,n_0}{q}.$$

At any nonzero $q$ the density knows the polarization. At $q=0$ that information is lost. The factor $1/q$ is the price of recovering it.

For the potential $v_0e^{iqx}$ the force amplitude is $F=-iqv_0$. Consider the inverse response matrix $\chi^{-1}$, whose rows and columns are labelled by reciprocal-lattice vectors $G$. Its head, the element with both labels zero, is $v_0/n_0$ when all density components with $G\neq0$ are held at zero. The potentials at $G\ne0$ adjust to achieve that, just as $w$ did. For small $q$ each region sees a nearly uniform force, so $p=AF$ to leading order and

$$n_0=-iq\,A\,(-iqv_0)=-q^2A\,v_0,\qquad(\chi^{-1})_{00}\to-\frac{1}{q^2A}.$$

Q: With Coulomb forces the Hartree term $v_C=4\pi e^2/q^2$ diverges too. Have you merely rediscovered it?

A: No, it has been taken out. The response to the external potential obeys $\chi^{-1}=\chi_s^{-1}-v_C-f_{xc}$. The proper response, to external plus Hartree potential, obeys $\chi_{\rm prop}^{-1}=\chi^{-1}+v_C$. Adding $v_C$ to the first relation gives

$$f_{xc}=\chi_s^{-1}-\chi_{\rm prop}^{-1}.$$

Since $F$ is the total macroscopic force, the limit above belongs to $\chi_{\rm prop}$. The Hartree potentials at $G\neq0$ do not matter, because those density components are fixed. Hence

$$f_{xc,00}\to-\frac1{q^2A_s}+\frac1{q^2A}=\frac{K}{q^2}.$$

The energy confirms the factor: $\tfrac12K|p|^2=\tfrac12(K/q^2)|n_0|^2$. With Coulomb forces, $f_{xc,00}/v_C\to K/(4\pi e^2)$, a constant.

Q: What changes in three dimensions?

A: A scalar potential wave exerts a force along $\hat q$, and $n_0$ records only the component of $p$ along $\hat q$. With tensors $A$ and $A_s$, that component is $(\hat q\cdot A\cdot\hat q)F$, so

$$K(\hat q)=\frac1{\hat q\cdot A\cdot\hat q}-\frac1{\hat q\cdot A_s\cdot\hat q}.$$

This is not in general the projection of $A^{-1}-A_s^{-1}$. The projection of an inverse would hold the transverse polarization at zero, whereas here it is free. The two agree when $\hat q$ is a principal axis of both tensors.

In a metal the argument stops earlier. A static potential wave of long wavelength shifts charge by an amount that does not vanish as $q^2$, so the inverse responses need not diverge.

Q: Suppose I use a kernel with a finite head. What goes wrong?

A: The part of the macroscopic xc force proportional to $p$ is lost, and the rest can be lost too. From $U=U_s+e_H+e_{xc}$, differentiation with respect to $p$ gives $F=F_s+\partial e_{xc}/\partial p$, so

$$F_s=F+F_{xc},\qquad F_{xc}=-\frac{\partial e_{xc}}{\partial p}=-Kp-MD .$$

Here $M=(S^{-1}-S_s^{-1})_{pD}$ couples $p$ to the periodic density. There is no constant term, because inversion symmetry forbids a force at zero field. Since $p=in_0/q$, the energy $MpD$ gives kernel elements between $G=0$ and $G\ne0$ that grow as $1/q$.

If $q^2f_{xc,00}$ and $q f_{xc,0G}$ both vanish as $q\to0$, then $K=M=0$ and $F_{xc}=0$. The local density approximation is of this kind. Its kernel is $\delta(r-r')\,g(n(r))$ with $g$ the second derivative of the xc energy density, and its matrix elements are Fourier coefficients of $g(n(r))$, which do not depend on $q$. They are finite when $g(n(r))$ can be integrated over the cell.

Q: Could a better periodic potential not repair the polarization?

A: It can repair the periodic density, but then its freedom is used up. In the KS system, solve $D=S_{s,Dp}F_s+S_{s,DD}w$ for $w$ and insert it in the equation for $p$:

$$p=A_sF_s+S_{s,pD}S_{s,DD}^{-1}D .$$

With $D$ exact, the right $p$ requires the right $F_s$. Setting $F_s=F$ leaves an error $-A_sF_{xc}$.

Q: I would like to see this where the correlated problem can be solved.

A: Take spinless electrons on a chain, one per cell. A cell of length $a$ holds sites B, A, B, with neighbouring sites $a/3$ apart throughout the chain. The hopping is $t$, the A-site energy is $-3t$, and electrons on neighbouring sites repel with energy $V=2t$. These are round model parameters. Responses are now per cell, so $p$ is a dipole in units of $a$. Inversion symmetry leaves one odd periodic density, $D=n_{\rm right\,B}-n_{\rm left\,B}$; the even components do not respond to first order.

A ring of seven cells, diagonalized numerically, has 0.8567 electrons on A. The KS chain keeps the hopping and reproduces this density with an A-site depth of $3.207t$. The two B sites are equivalent, so this one parameter suffices. The smallest KS gap is $2.64t$.

The uniform-field responses give

$$A=0.011784-\frac{0.028718^2}{0.081650}=0.00168\ a^2/t,$$

$$A_s=0.013201-\frac{0.025159^2}{0.072363}=0.00445\ a^2/t .$$

Their inverses, taken before rounding, are $594.257$ and $224.515\ t/a^2$, so

$$K=594.257-224.515\approx369.7\ t/a^2 .$$

The last digits of $1/A$ belong to the seven-cell ring: six cells give $594.36$, and the long-chain limit is $594.24$, which leaves $K\approx369.7\ t/a^2$ unchanged. The ordinary responses $S_{pp}$ differ by only 12% of the interacting value. At fixed density the KS response is 2.6 times the interacting one.

Q: Why is the interacting chain so much stiffer?

A: My conjecture is this. To polarize at fixed density, charge must cross the link between two B sites of adjacent cells. An electron that crosses lands beside an A site that is usually occupied and pays the repulsion. A static KS site potential cannot charge this cost only to electrons that have crossed. The calculation shows the stiffness but does not isolate its cause.

Q: So far $K$ comes from a uniform field. Does the kernel at finite $q$ really diverge?

A: The interaction has short range, which makes the question sharp. For a uniform density wave each site carries $n_0/3$, and its two neighbours produce the Hartree potential

$$V\frac{n_0}{3}\left(e^{iqa/3}+e^{-iqa/3}\right)=\frac{2V}{3}\cos\!\left(\frac{qa}{3}\right)n_0 .$$

This head stays below $1.34t$. The xc head, from inverting the density responses at the longest wavelength of each ring, is:

| Cells | $qa$ | $f_{xc,00}/t$ | $q^2f_{xc,00}$ in $t/a^2$ |
|---|---:|---:|---:|
| 4 | 1.571 | 154.7 | 381.6 |
| 5 | 1.257 | 239.9 | 378.9 |
| 6 | 1.047 | 343.1 | 376.3 |
| 7 | 0.898 | 464.9 | 374.6 |

Each row pairs the interacting ring with a KS ring twenty times longer at the same $q$. The short rings carry a size error: a KS ring of the same length would change the last column to 383.2 for four cells and 379.1 for five, while the rows for six and seven cells move by at most 0.03. From four to seven cells the kernel grows by a factor of about 3.0, while $1/q^2$ grows by $(7/4)^2=3.06$. A straight line in $q^2$ through the last two rows reaches $369.8\ t/a^2$ at $q=0$. The test allowed 3% between this and the uniform-field $K$; the difference is about 0.03% of $K$. With only two points in the line, I would not read such close agreement as the accuracy of the extrapolation.

Q: Now apply a force and show me the error in polarization.

A: For $F=0.020\,t/a$ the interacting chain has $p=2.357\times10^{-4}a$ and $D=5.744\times10^{-4}$. If the KS system feels only the applied force and a periodic potential that makes $D$ exact, then

$$p=0.004454\times0.020+\frac{0.025159}{0.072363}\times5.744\times10^{-4}=2.888\times10^{-4}\ \text{in units of }a.$$

That is 23% above the interacting value. The KS force that gives both $p$ and $D$ is $0.00808\,t/a$, so $F_{xc}=-0.01192\,t/a$. It opposes the applied force and removes about 60% of it. The earlier error formula agrees: $-A_sF_{xc}=0.004454\times0.01192=5.31\times10^{-5}$ in units of $a$, which is the excess.

Open chains give the polarization directly from the density, although the force and periodic potential applied to the KS chains still come from the uniform-field responses. The difference in dipole between chains of six and five cells cancels the end contributions and gives $2.357\times10^{-4}a$ for the interacting system. KS chains of 21 and 20 cells, with the xc force included, give the same value to these digits.

Q: One thing still bothers me. In an open chain the density determines the state. How can its interior density stay put while the polarization changes?

A: Charge collects at the ends. Integrate $\delta n=-dp/dx$ from a point deep inside, where the polarization is $p$, to a point outside, where it is zero:

$$\int\delta n\,dx=p .$$

With $p$ given as a dipole per cell, the charge is $p/a$. Keep $F=0.020\,t/a$ and add the periodic potential that holds $D$ at zero. The interacting chain then moves $AF/a=3.37\times10^{-5}$ electrons toward its right end. A longer chain is easier to inspect, so take the KS chain under this same force, with no xc force added. Its polarization should be $A_sF=8.91\times10^{-5}a$, and $8.91\times10^{-5}$ electrons move into the right half of the 20-cell chain. The largest density change on the interior sites examined is about 1% of that charge. It is not zero. Second-order changes in the even density are a likely cause, since only the first-order density was held fixed, but I have not separated them out.

So the theorem survives. The full density differs, at the ends. What fails is the hope that the xc potential deep inside can be found from the density nearby: the force there depends on charge at the distant surface.

Q: And does the energy notice, or only the response?

A: The energy notices. At fixed density the interacting chain acquires $p=AF=3.366\times10^{-5}a$, and its internal energy should rise per cell by

$$\frac{p^2}{2A}=\frac{AF^2}{2}=3.366\times10^{-7}\,t .$$

The open chains give the same rise to these digits. For this same $p$, the KS part is $\tfrac12(224.5)(3.366\times10^{-5})^2=1.27\times10^{-7}t$. The xc part is $\tfrac12Kp^2=\tfrac12(369.7)(3.366\times10^{-5})^2=2.09\times10^{-7}t$. Their sum is $3.36\times10^{-7}t$, equal to the total within rounding. In this model, more than half the energy cost of polarizing at fixed periodic density is xc energy, which no functional of the periodic density alone can supply. The numerical output lists the underlying values.

## Calculated quantities

```
hopping 1.0 t, A-site depth 3.0 t, repulsion 2.0 t
density on A, interacting ring of 7 cells: 0.856652 electrons
density on each B: 0.071674 electrons
KS A-site depth from density inversion: 3.20710 t
smallest KS orbital gap: 2.6384 t
Response to uniform force and odd periodic potential:
  interacting S_pp = 0.011784 a^2/t
  interacting S_pD = 0.028718 a/t
  interacting S_DD = 0.081650 1/t
  KS          S_pp = 0.013201 a^2/t
  KS          S_pD = 0.025159 a/t
  KS          S_DD = 0.072363 1/t
A   (interacting, fixed density) = 0.001683 a^2/t
A_s (KS, fixed density)          = 0.004454 a^2/t
1/A = 594.2567 t/a^2, 1/A_s = 224.5146 t/a^2
K = 1/A - 1/A_s = 369.7421 t/a^2
KS small-q limit, q = 0.02094 1/a: 224.5185 t/a^2
cells, q (1/a), Hartree head (t), f_xc head (t), q^2 f_xc (t/a^2):
  4  1.5708  1.1547  154.6516  381.5874
  5  1.2566  1.2181  239.9126  378.8549
  6  1.0472  1.2529  343.1245  376.2781
  7  0.8976  1.2741  464.9120  374.5712
K extrapolated from 6 and 7 cells: 369.8444 t/a^2
Applied force F = 0.020 t/a; p in a, D in electrons:
  interacting, ring response: p = 0.0002357, D = 0.0005744
  interacting, open chains:   p = 0.0002357, D = 0.0005743
  KS with xc force, open:     p = 0.0002357, D = 0.0005744
  KS without xc force, exact D, response: p = 0.0002888
  KS without xc force, exact D, open:     p = 0.0002888
  total KS force = 0.008078 t/a, xc force = -0.011922 t/a
Same force, odd density held fixed by a periodic potential:
  interacting: A F = 3.3655e-05 a, open chains 3.3658e-05 a
  interacting energy: A F^2/2 = 3.3655e-07 t, open 3.3658e-07 t
  KS: A_s F = 8.9081e-05 a, open chains 8.9087e-05 a
  KS energy: A_s F^2/2 = 8.9081e-07 t, open 8.9090e-07 t
  KS charge moved into right half: 8.9087e-05 electrons
  largest KS interior density change: 9.7898e-07 electrons
```
